# Why PBE improves jellium surface exchange and correlation but worsens their sum, part 2

The question is why LDA gives better metal surface energies than PBE. The test system is spin-unpolarized jellium: electrons in a uniform positive background of density $\bar n=3/(4\pi r_s^3)$, cut into a slab of width $L$ and area $A$ normal to $z$, with $k_F=(3\pi^2\bar n)^{1/3}$ and $\lambda_F=2\pi/k_F$. Formulas are in Hartree atomic units and surface energies in erg/cm². For any energy component $a$ (exchange $x$, correlation $c$),
$$\sigma_a=\tfrac12\left[E_a/A-\bar nL\,\varepsilon_a(\bar n)\right],$$
where $\varepsilon_a$ is the bulk energy per electron. All functionals use the same LDA orbitals and density $n(z)$ (PW92 correlation), so the kinetic and electrostatic parts are common.

The reference is Fock exchange plus RPA+ correlation, i.e. the random-phase approximation (RPA) with the local correction $\int n(\varepsilon_c^{\rm PW92}-\varepsilon_c^{\rm RPA})\,dz$. It omits nonlocal correlation beyond RPA and its own self-consistency. Its numerical uncertainty is about 2 erg/cm² at $r_s=4$ bohr and 10 at $r_s=2$, or less if screening removes the $1/L$ term from $\sigma_{xc}$ (untested). Averages are over four thin slabs, $L/\lambda_F=3.0625$ to $3.4375$; exchange is extrapolated in $L$ using thicker ones.

Results, with errors relative to the reference in brackets:

| $r_s=4$ | $\sigma_x$ | $\sigma_c$ | $\sigma_{xc}$ |
|---|---|---|---|
| reference | 156.5 | 114.8 | 271.3 |
| LDA | 222.6 (+66.0) | 39.1 (−75.7) | 261.6 (−9.7) |
| PBE | 128.0 (−28.5) | 124.3 (+9.5) | 252.4 (−19.0) |

| $r_s=2$ | $\sigma_x$ | $\sigma_c$ | $\sigma_{xc}$ |
|---|---|---|---|
| reference | 2620 | 800 | 3420 |
| LDA | 3038 (+418) | 317 (−483) | 3355 (−65) |
| PBE | 2438 (−182) | 827 (+27) | 3265 (−155) |

In the numerical output, `Qc` is the interaction's wavevector cutoff, `S(Q)` the bulk structure factor, `wp` the plasma frequency, and `mu-phi(edge)` the Fermi energy minus an electron's electrostatic energy at the slab edge.

**Q.** Why does PBE push the sum down, when the reference asks for it to go up?

**A.** This follows from its formula. With local $k=(3\pi^2n)^{1/3}$, $\varepsilon_x=-3k/4\pi$, $s=|\nabla n|/2kn$, $t=|\nabla n|/2k_sn$ and $k_s^2=4k/\pi$,
$$F_x=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad H=\gamma\ln\!\left[1+\frac\beta\gamma t^2\frac{1+At^2}{1+At^2+A^2t^4}\right],$$
with $A=(\beta/\gamma)/(e^{-\varepsilon_c/\gamma}-1)>0$, $\mu=0.21951$, $\beta=0.06672$, $\kappa=0.804$, $\gamma=0.03109$. The gradient terms vanish in the bulk, so
$$\sigma_x^{\rm PBE}-\sigma_x^{\rm LDA}=\tfrac12\int n\varepsilon_x(F_x-1)\,dz<0,\qquad\sigma_c^{\rm PBE}-\sigma_c^{\rm LDA}=\tfrac12\int nH\,dz>0,$$
because $F_x\ge1$, $\varepsilon_x<0$ and the argument of the logarithm is at least 1. Both shifts have the sign that the reference requires. The sum is governed by $h=\varepsilon_x(F_x-1)+H$.

For small $s$, the geometric series gives $F_x-1=\mu s^2/(1+\mu s^2/\kappa)=\mu s^2-\mu^2s^4/\kappa+O(s^6)$. The rational factor in $H$ equals $1-A^2t^4/(1+At^2+A^2t^4)$, so it first matters at order $t^6$, and $\ln(1+y)=y-y^2/2$ gives $H=\beta t^2-\beta^2t^4/2\gamma+O(t^6)$. The variables are related by $t^2=s^2k^2/k_s^2=\pi ks^2/4$, so $t^4=\pi^2k^2s^4/16$. Collecting powers,
$$h=ks^2\left(\frac{\pi\beta}4-\frac{3\mu}{4\pi}\right)+c_4s^4+O(s^6),\qquad c_4=\frac{3k\mu^2}{4\pi\kappa}-\frac{\pi^2\beta^2k^2}{32\gamma}.$$
PBE chooses $\mu=\pi^2\beta/3$, and then $3\mu/4\pi=\pi\beta/4$: the $s^2$ term vanishes at every density. At $k=0.4798$ bohr⁻¹, $c_4=0.00687-0.01017=-0.00330$ Ha. Setting $c_4=0$ gives $k^*=24\gamma\mu^2/(\pi^3\kappa\beta^2)$, a local $r_s^*=5.92$ bohr. Denser than that, $c_4<0$. At local $r_s=8$ bohr it is $+0.00089$ Ha, so $h\le0$ is not an identity of the functional. Both values were tested against a direct evaluation of PBE at $s=0.05$.

For large $s$, the rational factor tends to $1/At^2$, the argument of the logarithm tends to $1+\beta/\gamma A=e^{-\varepsilon_c/\gamma}$, and $H\to-\varepsilon_c$. Meanwhile $F_x-1\to\kappa$. Hence $h\to-\kappa|\varepsilon_x|+|\varepsilon_c|$, which is $-0.804\times0.11454+0.03187=-0.060$ Ha at local $r_s=4$ bohr and $-0.804\times0.22908+0.04476=-0.139$ Ha at $r_s=2$. Correlation can at most be switched off, while exchange can grow by 80%.

Between the limits I rely on computation. On all the averaged slabs, $nh$ was tested to stay below $10^{-6}\bar nk_F$ at every point, which is a bound on $nh$ and not a proof that $h\le0$. In the far tail $n$ is so small that the bound says nothing about the sign of $h$, and there even the large-$s$ limit can be positive, because $|\varepsilon_c|/|\varepsilon_x|$ rises as the density falls and passes $\kappa$ at local $r_s$ of a few hundred bohr. Any positive contribution to $\sigma_{xc}$ is limited by that tolerance, and the integrated shift is negative on these profiles. Resolved in $s$ at $r_s=4$ bohr, PBE minus LDA in erg/cm² is:

| $s$ | exchange | correlation | net |
|---|---|---|---|
| 0–0.5 | −19.8 | 19.5 | −0.3 |
| 0.5–1 | −33.3 | 31.4 | −1.9 |
| 1–2 | −31.7 | 27.1 | −4.6 |
| above 2 | −9.8 | 7.3 | −2.6 |

The bins are assigned point by point on a grid of spacing about 0.44 bohr, so single exchange and correlation entries are uncertain by 1–2 erg/cm² and the net values by about 0.3, while the column totals are not affected. Correlation offsets about 98%, 94%, 85% and 74% of the exchange shift in turn, each to one or two points. The fall with $s$ is in the direction the two limits suggest, but the large-$s$ limit $|\varepsilon_c|/\kappa|\varepsilon_x|$ is not reached: it is about 54% at the local $r_s\approx12$ bohr typical of the last bin. The region $s>1$ supplies 7.2 of the net 9.4 (9.3 from unrounded parts). At $r_s=2$ bohr the loss starts earlier: $-6.6$, $-34.1$, $-38.1$ and $-11.2$, in total $-90.0$, with the single values uncertain by about 0.6 erg/cm² from the binning. In sum PBE shifts exchange by $128.0-222.6=-94.6$ where $-66.0$ was needed, a factor 1.43, and correlation by $+85.2$ where $+75.7$ was needed, a factor 1.13. At $r_s=2$ bohr the factors are $599.9/418.0=1.44$ and $510.0/483.0=1.06$.

**Q.** You admit that the reference is approximate. Could PBE be right after all?

**A.** "Lower" does not depend on the reference. "Worse" does, and the margin can be stated. Let $P<0$ be PBE minus LDA and $R$ the true value minus LDA. PBE is worse when $(P-R)^2>R^2$, that is $P(P-2R)>0$. Dividing by $P<0$ reverses the inequality: $R>P/2$. At $r_s=4$ bohr $P/2=-4.6$ and $R=9.7$, so the reference would have to be too high by 14 erg/cm², 5% of $\sigma_{xc}$. At $r_s=2$ bohr $P/2=-45$ and $R=65$, a margin of 110 erg/cm², or 3%. The numerical uncertainties above are much smaller than these margins. The nonlocal correlation beyond RPA is not in the reference, so the verdict holds relative to RPA+. That term need not be small against the margin. A crude estimate, $\tfrac12\int n\,[H(\varepsilon_c^{\rm PW92})-H(\varepsilon_c^{\rm RPA})]\,dz$ with the PBE form of $H$ and the same $\beta$ in both terms, lowers the reference by about 10 erg/cm² at $r_s=4$ bohr and 36 at $r_s=2$. This is not a derived gradient correction for RPA and indicates only a possible size. It would leave PBE worse than LDA at both densities but use up most of the margin at $r_s=4$ bohr.

Self-consistency lowers the PBE slab energy, since the LDA density is a trial density for it, and leaves the bulk term unchanged. The total PBE surface energy thus falls further, by an amount of second order in the density change. The corresponding relaxation of the reference was not computed either.

**Q.** I measure total surface energies. Do a few percent matter?

**A.** At the densities treated here they grow, because the common part is negative. This is not general: in LDA the common part changes sign between $r_s=5$ and 6 bohr. At $r_s=4$ bohr the kinetic plus electrostatic term is $-98.2$ erg/cm². The totals are $-98.2+271.3=173$ for the reference, 163.5 for LDA and 154.2 for PBE, so the errors are 5.6% and 11% of the reference total. At $r_s=2$ bohr the common term is $-4220$ erg/cm² and every total is negative, $-800$ for the reference. A rigid uniform background of this density would gain energy by cleaving, so the model then serves as a test of $\sigma_{xc}$ and not as a prediction for a metal.

**Q.** What does PBEsol change?

**A.** It keeps the forms of $F_x$ and $H$ and sets $\mu=10/81=0.12346$, the gradient-expansion coefficient of exchange for slowly varying densities, and $\beta=0.046$. The $s^2$ bracket becomes $0.03613-0.02947=+0.00666$ in atomic units, also tested against the functional, so $h>0$ at small $s$. The large-$s$ limit contains neither $\mu$ nor $\beta$, so it is the same as in PBE and negative except at extremely low local density. The bins at $r_s=4$ bohr show both ends: $+2.4$, $+3.2$, $+1.2$ and $-1.1$, in total $+5.7$ erg/cm². This gives $\sigma_{xc}=267.3$, an error of $-4.0$ (1.5% of the reference). At $r_s=2$ bohr it is 3375, an error of $-45$ (1.3%).

The exchange error drops to $+5.6$ and $+47$ erg/cm², from $-28.5$ and $-182$ in PBE. That is independent evidence, because $\mu$ was not fitted to surfaces, and it shows that, at fixed $\kappa=0.804$, the PBE exchange overshoot is removed by returning $\mu$ from $0.21951$ to $10/81$. The agreement belongs to $\mu$ and $\kappa$ together: with $\mu=10/81$ and no saturation ($\kappa\to\infty$) the errors are $-19$ and $-41$ erg/cm². The agreement of the sum is weaker evidence, because $\beta$ was fitted to jellium surface xc energies. Against RPA+, the PBEsol correlation error equals that of PBE in size, within the numerical accuracy of the reference, at $r_s=4$ bohr ($-9.6$ against $+9.5$) and is larger at $r_s=2$ ($-92$ against $+27$). Relative to this reference, and subject to the omitted nonlocal correlation beyond RPA, its sum still rests on a cancellation of the LDA pattern, exchange high and correlation low, with parts five to twelve times smaller.

## Values computed for the example and the checks

```
1 Ha/bohr^2 = 1.55689e+06 erg/cm^2; 1 erg/cm^2 = 1e-3 J/m^2; vacuum 14.0 bohr per side
PBE mu=0.21951 beta=0.06672 kappa=0.804 gamma=0.03109; PBEsol mu=0.12346 beta=0.046
PBE net s^4 coefficient, rs=4 bohr: -0.00330 Ha (libxc -0.00331 Ha)
PBE net s^4 coefficient, rs=8 bohr: 0.00089 Ha (libxc 0.00088 Ha)
s^4 coefficient changes sign at rs* = 5.92 bohr
PBEsol net s^2 coefficient / kF = 0.00666 Ha bohr
extrapolation divisor 1.25^5-1 = 2.0518
== rs=4 bohr: kF=0.4798/bohr nbar=0.003730/bohr^3 lambdaF=13.096 bohr wp=0.2165 Ha
bulk eps_x=-0.11454 eps_c=-0.03187 eps_c(RPA)=-0.04681 fit -0.04683 Ha
S(Q=0.02kF): exchange only 0.01500, RPA 0.000213, Q^2/2wp 0.000213
first slab Qc=4/5 kF: Ec/2A -5053.3/-5181.5, ref-LDA c 82.88/81.57, Qc->inf 80.93 erg/cm^2
Qc=3.2 kF: Ec/2A -4823.7, ref-LDA c 85.78, Qc->inf from 3.2/4 81.47 erg/cm^2; decay ratio 2.21 (Qc^-5: 3.05)
L/lambdaF thin: 3.0625 3.1875 3.3125 3.4375 ; thick: +3
ref-LDA xc per thin slab: 9.4 9.6 9.8 10.0 mean 9.7 erg/cm^2
exact-LDA x: thin -64.5 thick -65.2 L->inf -66.0 erg/cm^2
middle set (+1.5): computed -64.9, 1/L law -65.0 erg/cm^2
force theorem: dE/dL/nbar -0.076645, mu-phi(edge) -0.076645 Ha
first slab ref-LDA, Qc=1.5kF: x -78.5 c 109.1; full: x -71.5 c 80.9 erg/cm^2
kinetic+electrostatic sigma -98.2 erg/cm^2; table in erg/cm^2: x c xc | errors | total
ref      156.5  114.8   271.3 | total 173.2; xc = 0.2713 J/m^2
LDA      222.6   39.1   261.6 |   66.0  -75.7   -9.7 (-3.6%) | 163.5
PBE      128.0  124.3   252.4 |  -28.5    9.5  -19.0 (-7.0%) | 154.2
PBEsol   162.2  105.2   267.3 |    5.6   -9.6   -4.0 (-1.5%) | 169.2
s 0-0.5: PBE-LDA x -19.8 c 19.5 net -0.3; PBEsol-LDA net 2.4 erg/cm^2
s 0.5-1: PBE-LDA x -33.3 c 31.4 net -1.9; PBEsol-LDA net 3.2 erg/cm^2
s 1-2: PBE-LDA x -31.7 c 27.1 net -4.6; PBEsol-LDA net 1.2 erg/cm^2
s 2-inf: PBE-LDA x -9.8 c 7.3 net -2.6; PBEsol-LDA net -1.1 erg/cm^2
== rs=2 bohr: kF=0.9596/bohr nbar=0.029842/bohr^3 lambdaF=6.548 bohr wp=0.6124 Ha
bulk eps_x=-0.22908 eps_c=-0.04476 eps_c(RPA)=-0.06180 fit -0.06180 Ha
S(Q=0.02kF): exchange only 0.01500, RPA 0.000301, Q^2/2wp 0.000301
first slab Qc=4/5 kF: Ec/2A -26891.4/-27408.2, ref-LDA c 457.53/453.78, Qc->inf 451.95 erg/cm^2
L/lambdaF thin: 3.0625 3.1875 3.3125 3.4375 ; thick: +3
ref-LDA xc per thin slab: 65.6 65.3 65.3 63.7 mean 65.0 erg/cm^2
exact-LDA x: thin -408.0 thick -412.8 L->inf -418.0 erg/cm^2
first slab ref-LDA, Qc=1.5kF: x -426.7 c 560.4; full: x -386.3 c 451.9 erg/cm^2
kinetic+electrostatic sigma -4219.9 erg/cm^2; table in erg/cm^2: x c xc | errors | total
ref     2619.5  800.4  3419.9 | total -800.0; xc = 3.4199 J/m^2
LDA     3037.5  317.4  3354.9 |  418.0 -483.0  -65.0 (-1.9%) | -865.0
PBE     2437.6  827.4  3264.9 | -182.0   27.0 -155.0 (-4.5%) | -954.9
PBEsol  2666.8  708.1  3375.0 |   47.3  -92.2  -44.9 (-1.3%) | -844.9
s 0-0.5: PBE-LDA x -145.1 c 138.5 net -6.6; PBEsol-LDA net 15.1 erg/cm^2
s 0.5-1: PBE-LDA x -255.6 c 221.5 net -34.1; PBEsol-LDA net 13.6 erg/cm^2
s 1-2: PBE-LDA x -165.1 c 127.0 net -38.1; PBEsol-LDA net -3.2 erg/cm^2
s 2-inf: PBE-LDA x -34.2 c 23.0 net -11.2; PBEsol-LDA net -5.4 erg/cm^2
```
